# First-order PAW occupancy matrix for the displacement of one atom: a numerical check

```python
"""First-order PAW occupancy matrix for the displacement of one atom.

Occupancy of atom a:  rho_ij = f sum_n <psi_n|p_i><p_j|psi_n>.
Result under test, for a displacement of atom b:
  rho1_ij = f sum_n [<psi1_n|p_i><p_j|psi_n> + <psi_n|p_i><p_j|psi1_n>]
          + (only if a is b) the same expression with the projectors
            differentiated instead of the orbitals.
psi1_n is the complete first-order orbital: a conduction part, from a
projected linear equation, plus an occupied part -1/2 sum_m psi_m S1_mn,
where S1 is the first-order overlap operator.

Model: ring of length L, psi(x+L) = exp(i*twist) psi(x), two atoms,
H = kinetic + local wells + sum |p_i> D_ij <p_j|,  D_ij = D0_ij + U rho_ji,
S = 1 + sum |p_i> q_ij <p_j|.  Lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

kinetic_factor = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9

L = 0.6
twist = 1.0
positions = np.array([0.15, 0.40])
depths = np.array([12.0, 8.0])
well_width = 0.06
proj_width = 0.05
q = np.array([np.diag([0.30, 0.10]), np.diag([0.20, -0.10])])
D0 = np.array([np.diag([1.0, 2.0]), np.diag([2.0, 1.0])])
U = 2.0
f = 2.0
n_occ = 2
n_max = 16
names = "AB"

K = (2 * np.pi * np.arange(-n_max, n_max + 1) + twist) / L
G = K[:, None] - K[None, :]
n_pw = len(K)
norm0 = (np.pi * proj_width**2) ** -0.25


def projectors(R):
    """Plane-wave coefficients <K|p_i> of the even and the odd projector."""
    even = norm0 * np.sqrt(2 * np.pi) * proj_width
    even = even * np.exp(-(K * proj_width) ** 2 / 2)
    odd = -1j * np.sqrt(2) * K * proj_width * even
    return np.array([even, odd]) * np.exp(-1j * K * R) / np.sqrt(L)


def local_well(R, depth):
    amplitude = -depth * well_width * np.sqrt(2 * np.pi) / L
    return amplitude * np.exp(-(G * well_width) ** 2 / 2 - 1j * G * R)


def operator(left, M, right):
    """Matrix of sum_ij |left_i> M_ij <right_j|."""
    return left.T @ M @ right.conj()


def occupancy(p, C):
    P = p.conj() @ C
    return f * P.conj() @ P.T


def ground_state(R):
    p = [projectors(x) for x in R]
    S = np.eye(n_pw) + sum(operator(p[a], q[a], p[a]) for a in range(2))
    H0 = np.diag(kinetic_factor * K**2).astype(complex)
    H0 = H0 + sum(local_well(R[a], depths[a]) for a in range(2))
    rho = np.zeros((2, 2, 2), complex)
    for _ in range(400):
        D = np.array([D0[a] + U * rho[a].T for a in range(2)])
        H = H0 + sum(operator(p[a], D[a], p[a]) for a in range(2))
        energies, vectors = eigh(H, S)
        C = vectors[:, :n_occ]
        new = np.array([occupancy(p[a], C) for a in range(2)])
        if np.abs(new - rho).max() < 1e-11:
            return dict(p=p, S=S, H=H, D=D, e=energies, C=C, rho=new)
        rho = 0.5 * rho + 0.5 * new
    raise RuntimeError("ground state not converged")


gs = ground_state(positions)
p, S, H, D, e, C = (gs[key] for key in ("p", "S", "H", "D", "e", "C"))
P = [p[a].conj() @ C for a in range(2)]
assert e[n_occ] - e[n_occ - 1] > 0.5


def symmetric_term(a, first_order_projection):
    X = first_order_projection
    return f * (P[a].conj() @ X.T + X.conj() @ P[a].T)


def orbital_term(C1):
    return np.array([symmetric_term(a, p[a].conj() @ C1) for a in range(2)])


def response(b, relax_D=True):
    """Parts of rho1 on both atoms when atom b is displaced."""
    dp = -1j * K * p[b]
    S1 = operator(dp, q[b], p[b]) + operator(p[b], q[b], dp)
    H1_bare = -1j * G * local_well(positions[b], depths[b])
    H1_bare = H1_bare + operator(dp, D[b], p[b]) + operator(p[b], D[b], dp)
    C_overlap = -0.5 * C @ (C.conj().T @ S1 @ C)
    overlap = orbital_term(C_overlap)
    projector = np.zeros((2, 2, 2), complex)
    projector[b] = symmetric_term(b, dp.conj() @ C)
    shift = 50.0 * S @ C @ C.conj().T @ S  # removes the singular directions
    rho1 = np.zeros((2, 2, 2), complex)
    for _ in range(400):
        H1 = H1_bare.copy()
        if relax_D:
            for a in range(2):
                H1 += operator(p[a], U * rho1[a].T, p[a])
        C_cond = np.zeros_like(C)
        for n in range(n_occ):
            rhs = -(H1 - e[n] * S1) @ C[:, n]
            rhs = rhs - S @ C @ (C.conj().T @ rhs)
            C_cond[:, n] = np.linalg.solve(H - e[n] * S + shift, rhs)
        conduction = orbital_term(C_cond)
        new = conduction + overlap + projector
        if not relax_D or np.abs(new - rho1).max() < 1e-10:
            return dict(cond=conduction, over=overlap, proj=projector,
                        total=new, C1=C_cond + C_overlap, dp=dp)
        rho1 = 0.5 * rho1 + 0.5 * new
    raise RuntimeError("response not converged")


def finite_difference(b, h=1e-3):
    """Fourth-order difference of fully re-converged occupancies."""
    total = 0
    for step, weight in ((2, -1), (1, 8), (-1, -8), (-2, 1)):
        moved = positions.copy()
        moved[b] += step * h
        total = total + weight * ground_state(moved)["rho"]
    return total / (12 * h)


res = [response(b) for b in range(2)]
fd = [finite_difference(b) for b in range(2)]

# Main result: both displacements, both atoms, all matrix elements
deviation = max(np.abs(res[b]["total"] - fd[b]).max() for b in range(2))
assert deviation < 2e-5
assert np.abs(fd[0][1]).max() > 0.01  # the atom at rest responds as well

# Projector derivatives against real-space quadrature
u = np.linspace(-0.5, 0.5, 4001)
gauss = norm0 * np.exp(-u**2 / (2 * proj_width**2))
slope = np.array([-u / proj_width**2 * gauss,
                  np.sqrt(2) / proj_width * (1 - (u / proj_width)**2) * gauss])
quad_error = 0.0
for b in range(2):
    psi = np.exp(1j * np.outer(u + positions[b], K)) @ C / np.sqrt(L)
    by_quadrature = -(slope @ psi) * (u[1] - u[0])
    difference = by_quadrature - res[b]["dp"].conj() @ C
    quad_error = max(quad_error, np.abs(difference).max())
assert quad_error < 1e-7

# Overlap part from projections alone
for b in range(2):
    dP = res[b]["dp"].conj() @ C
    S1_mn = dP.conj().T @ q[b] @ P[b] + P[b].conj().T @ q[b] @ dP
    for a in range(2):
        closed_form = -f * P[a].conj() @ S1_mn.T @ P[a].T
        assert np.abs(closed_form - res[b]["over"][a]).max() < 1e-9

# Anti-Hermitian mixing of the occupied orbitals leaves rho1 unchanged
rng = np.random.default_rng(1)
Z = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
mixed = orbital_term(res[0]["C1"] + C @ (Z - Z.conj().T))
gauge_change = np.abs(mixed - orbital_term(res[0]["C1"])).max()
assert gauge_change < 1e-10

# Electron number and rigid translation
smooth = 2 * f * np.sum(C.conj() * res[0]["C1"]).real
augment = np.sum(q * res[0]["total"]).real
assert abs(smooth + augment) < 1e-7
translation = np.abs(res[0]["total"] + res[1]["total"]).max()
assert translation < 1e-7

# Two tempting omissions give wrong answers
no_overlap = np.abs(res[0]["total"] - res[0]["over"] - fd[0]).max()
frozen = response(0, relax_D=False)["total"]
frozen_error = np.abs(frozen - fd[0]).max()
assert no_overlap > 0.01 and frozen_error > 0.01


def show(matrix, i, j):
    z = matrix[i, j]
    if i == j:
        return f"{z.real:+.4f}"
    return f"{z.real:+.4f}{z.imag:+.4f}i"


print(f"hbar^2/(2 m_e) = {kinetic_factor:.6f} eV nm^2")
print(f"ring length = {L} nm, twist = {twist} rad, plane waves = {n_pw}")
print(f"positions A, B = {positions[0]:.2f}, {positions[1]:.2f} nm")
print(f"well depths A, B = {depths[0]}, {depths[1]} eV")
print(f"well width = {well_width} nm, projector width = {proj_width} nm")
for a in range(2):
    print(f"atom {names[a]}: q_11, q_22 = {q[a][0, 0]}, {q[a][1, 1]}; "
          f"D0_11, D0_22 = {D0[a][0, 0]}, {D0[a][1, 1]} eV")
print(f"U = {U} eV, occupation f = {f}, occupied orbitals = {n_occ}")
print("lowest three levels =", ", ".join(f"{x:.4f}" for x in e[:3]), "eV")
print(f"gap = {e[2] - e[1]:.4f} eV")
print("index 1 = even projector, index 2 = odd projector")
elements = ((0, 0), (0, 1), (1, 1))
for a in range(2):
    for i, j in elements:
        print(f"rho {names[a]} {i+1}{j+1} = {show(gs['rho'][a], i, j)}")
print("first-order occupancies for displacement of atom A, in 1/nm:")
for a in range(2):
    for i, j in elements:
        print(f"atom {names[a]}, element {i+1}{j+1}:")
        print("  conduction", show(res[0]["cond"][a], i, j),
              " overlap", show(res[0]["over"][a], i, j),
              " projector", show(res[0]["proj"][a], i, j))
        print("  total", show(res[0]["total"][a], i, j),
              " finite difference", show(fd[0][a], i, j))
for a in range(2):
    value = res[0]["total"][a][0, 0].real * bohr_nm
    print(f"total, atom {names[a]}, element 11 = {value:+.5f} per bohr")
print(f"largest deviation from finite difference = {deviation:.1e} 1/nm")
print(f"projector derivative, quadrature error = {quad_error:.1e} 1/nm")
print(f"change under occupied mixing = {gauge_change:.1e} 1/nm")
print(f"electron number, smooth part = {smooth:+.5f} 1/nm")
print(f"electron number, augmentation part = {augment:+.5f} 1/nm")
print(f"translation sum, largest element = {translation:.1e} 1/nm")
print(f"largest error without overlap part = {no_overlap:.4f} 1/nm")
print(f"largest error with D frozen = {frozen_error:.4f} 1/nm")
print("every check passed")
```

Output:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
ring length = 0.6 nm, twist = 1.0 rad, plane waves = 33
positions A, B = 0.15, 0.40 nm
well depths A, B = 12.0, 8.0 eV
well width = 0.06 nm, projector width = 0.05 nm
atom A: q_11, q_22 = 0.3, 0.1; D0_11, D0_22 = 1.0, 2.0 eV
atom B: q_11, q_22 = 0.2, -0.1; D0_11, D0_22 = 2.0, 1.0 eV
U = 2.0 eV, occupation f = 2.0, occupied orbitals = 2
lowest three levels = -2.9158, 0.3830, 2.7516 eV
gap = 2.3685 eV
index 1 = even projector, index 2 = odd projector
rho A 11 = +1.2486
rho A 12 = -0.0186-0.1022i
rho A 22 = +0.1073
rho B 11 = +1.1047
rho B 12 = +0.0418-0.1370i
rho B 22 = +0.0626
first-order occupancies for displacement of atom A, in 1/nm:
atom A, element 11:
  conduction +0.3268  overlap +0.0854  projector -0.5270
  total -0.1148  finite difference -0.1148
atom A, element 12:
  conduction +5.5970-0.0756i  overlap -0.2324-0.0038i  projector -5.6503+0.0070i
  total -0.2856-0.0724i  finite difference -0.2856-0.0724i
atom A, element 22:
  conduction -0.4516  overlap +0.0026  projector +1.0884
  total +0.6395  finite difference +0.6395
atom B, element 11:
  conduction -0.4149  overlap -0.1186  projector +0.0000
  total -0.5335  finite difference -0.5335
atom B, element 12:
  conduction +0.5882-0.1281i  overlap +0.1362+0.0424i  projector +0.0000+0.0000i
  total +0.7244-0.0856i  finite difference +0.7244-0.0856i
atom B, element 22:
  conduction +0.8135  overlap +0.0076  projector +0.0000
  total +0.8211  finite difference +0.8211
total, atom A, element 11 = -0.00607 per bohr
total, atom B, element 11 = -0.02823 per bohr
largest deviation from finite difference = 3.0e-09 1/nm
projector derivative, quadrature error = 4.7e-13 1/nm
change under occupied mixing = 1.8e-15 1/nm
electron number, smooth part = +0.15929 1/nm
electron number, augmentation part = -0.15929 1/nm
translation sum, largest element = 9.5e-14 1/nm
largest error without overlap part = 0.2324 1/nm
largest error with D frozen = 0.2183 1/nm
every check passed
```
